Quadratic Stark effect in the n = 2 shell of hydrogen

A hydrogen atom with a fixed nucleus and a spinless, nonrelativistic electron is placed in a uniform field F > 0 along z. In Hartree atomic units, which are used throughout, the electron has charge −1 and

H = H₀ + Fz, H₀ = −∇²/2 − 1/r.

The n = 2 shell has energy E₀ = −1/8. For a field eigenstate, the coefficient E₁ and the polarizability α are defined by

E = E₀ + E₁F − αF²/2 + O(F³).

A level in the field can decay by tunnelling. This is neglected, so the energies below are those of perturbation theory in F. The radial functions are

R₂s = (1 − r/2)e^(−r/2)/√2, R₂p = r e^(−r/2)/(2√6).

The integral ∫₀^∞ r^k e^(−r) dr = k! is used repeatedly.

**Part (a). Find the linear shifts of the shell and the states that belong to them.**

*Model answer.* Since z commutes with L_z, m is conserved. The explicit spherical harmonics give

cosθ Y₀₀ = Y₁₀/√3,
cosθ Y₁₀ = Y₀₀/√3 + (2/√15)Y₂₀,
cosθ Y₁,±₁ = Y₂,±₁/√5.

The radial coupling inside the shell is

c = ∫R₂s r R₂p r² dr = [1/(4√3)]∫r⁴(1 − r/2)e^(−r) dr = (24 − 60)/(4√3) = −3√3,

so ⟨2s|z|2p0⟩ = c/√3 = −3. Diagonal elements of z vanish by parity. In the basis (2s, 2p0) the perturbation therefore has zeros on the diagonal and −3F off it. Its eigenstates are

|+⟩ = (|2s⟩ − |2p0⟩)/√2, with shift +3F,
|−⟩ = (|2s⟩ + |2p0⟩)/√2, with shift −3F.

These states have ⟨z⟩ = ±3, a permanent displacement of the electron. It is possible because states of opposite parity are degenerate. Each state with m = ±1 is alone in the shell for its m, and has no linear shift.

**Part (b). For φ = 2s, 2p0 and 2p±1, evaluate the restricted sum**

A(φ) = 2 Σ′ |⟨k|z|φ⟩|²/(E_k − E₀),

**where the prime omits the whole n = 2 shell and the sum includes the continuum.**

*Model answer.* Let h_l be the radial Hamiltonian. For a starting function R and final angular momentum l, define

f = −Σ′ |k⟩⟨k|r|R⟩/(E_k − E₀).

Completeness of the radial states turns this definition into the equation

(h_l + 1/8)f = −(rR − cR_partner).

Here R_partner is the n = 2 function with angular momentum l, if there is one, and f must be orthogonal to it. The radial response is

S = Σ′ |⟨k|r|R⟩|²/(E_k − E₀) = −∫R r f r² dr.

Put f = g e^(−r/2). Then f′ = (g′ − g/2)e^(−r/2) and f″ = (g″ − g′ + g/4)e^(−r/2). In (h_l + 1/8)f the terms ∓g/8 cancel, and the terms g/(2r) − g/r leave −g/(2r). Hence (h_l + 1/8)f = e^(−r/2)Dg, with

Dg = −½[g″ − g′ + 2g′/r + g/r − l(l+1)g/r²],
D r^k = ½(k − 1)r^(k−1) − ½[k(k+1) − l(l+1)]r^(k−2).

*From 2s to p.* Without its exponential, the source rR₂s − cR₂p is

(r − r²/2)/√2 + 3r/(2√2) = (5r − r²)/(2√2).

For l = 1, D r³ = r² − 5r and D r = 0. Thus g = (r³ + ar)/(2√2). Orthogonality to R₂p requires 720 + 24a = 0, so a = −30. Then

S = −¼∫r³(1 − r/2)(r³ − 30r)e^(−r) dr
= −¼∫(r⁶ − 30r⁴ − r⁷/2 + 15r⁵)e^(−r) dr
= −¼(720 − 720 − 2520 + 1800) = 180.

*From 2p to s.* The source rR₂p − cR₂s, without its exponential, is (r² − 9r + 18)/(2√6). For l = 0,

D r³ = r² − 6r, D r² = r/2 − 3, D(1 − r/2) = 0.

Hence 2√6 g = −r³ + 6r² + a(1 − r/2), because D acting on the first two terms gives −r² + 9r − 18. Orthogonality to R₂s requires

∫r²(1 − r/2)(−r³ + 6r²)e^(−r) dr + a∫r²(1 − r/2)²e^(−r) dr = 0.

The first integral is 360 − 480 + 144 = 24 and the second is 2 − 6 + 6 = 2, so a = −12. Therefore

S = −(1/24)∫r⁴(−r³ + 6r² + 6r − 12)e^(−r) dr
= −(−5040 + 4320 + 720 − 288)/24 = 12.

*From 2p to d.* There is no partner with l = 2 in the shell. The source is r²/(2√6), while D r³ = r² − 3r and D r² = r/2. Hence 2√6 g = −r³ − 6r², and

S = (1/24)∫r⁴(r³ + 6r²)e^(−r) dr = (5040 + 4320)/24 = 390.

The squared angular coefficients from part (a) now give

A(2s) = 2(1/3)180 = 120,
A(2p0) = 2(1/3)12 + 2(4/15)390 = 8 + 208 = 216,
A(2p±1) = 2(1/5)390 = 156.

Whether each number is a polarizability depends on whether φ is the correct state in the limit F → 0. That question is taken up in part (d).

**Part (c). Without using part (b), find the energies through order F² by separating the Schrödinger equation in ξ = r + z and η = r − z.**

*Model answer.* With unit vectors r̂ and ẑ, ∇ξ = r̂ + ẑ and ∇η = r̂ − ẑ. These are orthogonal, their squares are 2ξ/r and 2η/r, and ∇²ξ = ∇²η = 2/r. The squared distance from the axis is r² − z² = ξη. Therefore

∇² = (2/r)[∂_ξ ξ ∂_ξ + ∂_η η ∂_η] + (1/ξη)∂_φ².

Insert ψ = U(ξ)V(η)e^(imφ) and multiply the Schrödinger equation by r = (ξ + η)/2. The field term becomes Frz = F(ξ² − η²)/4, and the equation separates:

−(ξU′)′ + [m²/(4ξ) − Eξ/2 + Fξ²/4]U = Z₁U.

The equation for V has η for ξ, −F for F and Z₂ for Z₁. The Coulomb term requires Z₁ + Z₂ = 1.

Let κ = √(−2E), x = κξ, g = F/(4κ³) and β₁ = Z₁/κ. Division by κ gives

−(xU′)′ + [m²/(4x) + x/4 + gx²]U = β₁U,

where primes now mean d/dx. The η equation has −g and β₂ = Z₂/κ. With ν = 1/κ, the energy condition is

β₁ + β₂ = ν, E = −1/(2ν²).

For g = 0 write μ = |m| and U = x^(μ/2)e^(−x/2)L(x). Differentiation gives

(xU′)′ = x^(μ/2)e^(−x/2){xL″ + (μ + 1 − x)L′ + [(μ − x)²/(4x) − ½]L}.

Since (μ − x)²/(4x) = μ²/(4x) − μ/2 + x/4, the separated equation reduces to

xL″ + (μ + 1 − x)L′ + [β − (μ + 1)/2]L = 0.

Its polynomial solutions are the Laguerre polynomials L_k^μ, with β = k + (μ + 1)/2. Thus ν = k_ξ + k_η + μ + 1 = 2. The m = 0 states have (k_ξ, k_η) = (1, 0) or (0, 1), and each |m| = 1 state has (0, 0).

The separated operator is self-adjoint with integration measure dx. Ordinary second-order perturbation theory therefore gives

β = k + (μ + 1)/2 + g⟨x²⟩ + bg² + …, b = −Σ_{j≠k} |⟨j|x²|k⟩|²/(j − k).

*For m = 0* the functions L_j e^(−x/2) are orthonormal. With L₁ = 1 − x, L₂ = 1 − 2x + x²/2 and L₃ = 1 − 3x + 3x²/2 − x³/6,

x²L₀ = 2L₀ − 4L₁ + 2L₂,
x²L₁ = −4L₀ + 14L₁ − 16L₂ + 6L₃.

For k = 0 this means ⟨x²⟩ = 2 and b = −(16 + 4/2) = −18. For k = 1 it means ⟨x²⟩ = 14 and b = −(−16 + 256 + 36/2) = −258.

Let s = +1 for (1, 0) and s = −1 for (0, 1). The linear terms subtract, because the η equation contains −g, while the quadratic terms add:

ν = 2 + 12sg − 276g², g = Fν³/4.

Hence ν = 2 + 3sFν³ − (69/4)F²ν⁶. At first order ν = 2 + 24sF, so ν³ = 8 + 288sF to that order. Substitution gives the F² coefficient 3 × 288 − (69/4)64 = 864 − 1104 = −240. Then

E = −(1/8)(1 + 12sF − 120F²)^(−2)
= −(1/8)(1 − 24sF + 240F² + 432F²)
= −1/8 + 3sF − 84F²,

up to O(F³). The term 432F² is 3(12sF)², from (1 + δ)^(−2) = 1 − 2δ + 3δ² + …. Both m = 0 states have α = 168.

*For |m| = 1*, the polynomials L₀¹ = 1, L₁¹ = 2 − x and L₂¹ = 3 − 3x + x²/2 satisfy

x² = 6L₀¹ − 6L₁¹ + 2L₂¹.

Their squared norms with weight xe^(−x) are 1, 2 and 3. The squared matrix elements are therefore 36 × 2 = 72 and 4 × 3 = 12, and b = −(72 + 12/2) = −78. Both separated equations have k = 0, so their linear terms cancel. At leading order g = 2F, and

ν = 2 − 156g² = 2 − 624F²,
E = −(1/8)(1 − 312F²)^(−2) = −1/8 − 78F² + O(F³).

Thus α = 156, in agreement with A(2p±1).

**Part (d). For m = 0, parts (b) and (c) gave different numbers. Reconcile them, and explain when the intrashell terms may be omitted.**

*Model answer.* Let P project onto the shell and Q = 1 − P. Write the eigenstate as p + q, with p = Pψ and q = Qψ. The Q part of the Schrödinger equation is

(E − H₀)q = FQz(p + q).

Since q and E − E₀ are both of order F, this gives q = −F(H₀ − E₀)^(−1)Qzp + O(F²). Inserting q into the P part yields

(E − E₀)p = [F PzP + W]p + O(F³),
W = −F² PzQ(H₀ − E₀)^(−1)QzP.

The restricted sums are diagonal elements of this operator: ⟨φ|W|φ⟩ = −A(φ)F²/2. They are −60F² for 2s and −108F² for 2p0. W contains two factors of z and conserves parity, so it does not connect 2s with 2p0. The m = 0 matrix in the basis (2s, 2p0) is

[ −60F² −3F ]
[ −3F −108F² ].

Its eigenvalues are

−84F² ± √(9F² + 576F⁴) = ±3F − 84F² + O(F³).

Hence α = (120 + 216)/2 = 168 for both states. The quadratic shift is the expectation value of W in |+⟩ or |−⟩, and each contains 2s and 2p0 with weight one half.

In the basis |±⟩ the intrashell term may be omitted because ⟨−|z|+⟩ = 0. In the basis (2s, 2p0) the corresponding element is −3 and its energy denominator is zero. Dropping that term discards the coupling that selects the eigenstates. The numbers 120 and 216 remain correct as matrix elements, but neither is the polarizability of an eigenstate. For m = ±1 there is no such coupling, so 156 needs no averaging.

The averaging requires the linear splitting 6F to be large compared with any other splitting of 2s and 2p0. As a model of the opposite case, let 2s lie Δ above 2p0, with |Δ| ≫ 6F but |Δ| small enough to leave W unchanged. Second-order perturbation theory then adds 9F²/Δ to the 2s energy and subtracts it from the 2p0 energy:

α(2s) = 120 − 18/Δ, α(2p0) = 216 + 18/Δ.

Even here the restricted sums are not the full polarizabilities, since the intrashell terms are now finite and large. They cancel in the mean, which is again 168. This two-level model is spinless and does not give the weak-field polarizability of the real 2S₁/₂ level. That level couples both to 2P₁/₂, just below it, and to 2P₃/₂, above it. With Δ set to the Lamb shift, −18/Δ is about −1.1 × 10⁸, whereas the two couplings together give about −2.9 × 10⁷.

**Part (e). Does the difference between the restricted sums for 2s and 2p0 affect the m = 0 eigenstates at first order in F?**

*Model answer.* Yes, through their composition. In the basis |±⟩,

⟨−|W|+⟩ = ½(−60 + 108)F² = 24F².

The levels are 6F apart, so the shell part of the upper state is |+⟩ + (24F²/6F)|−⟩ = |+⟩ + 4F|−⟩. Its amplitudes on 2s and 2p0 are (1 + 4F)/√2 and (−1 + 4F)/√2. With w_s and w_p the corresponding weights,

(w_s − w_p)/(w_s + w_p) = 16F/(2 + 32F²) = 8F + O(F³)

for these amplitudes. Terms omitted from the effective operator change the amplitudes at order F². For the lower state the admixture is −4F|+⟩ and the leading imbalance is −8F. Reversing z turns the upper branch at −F into the lower state at +F with the same weights, so terms even in F are common to the two imbalances and cancel in their difference. In the diagonalization at F = 10⁻⁴, half the difference of the upper and lower imbalances, divided by F, is 8.0002.

The same off-diagonal element changes the energies by ±(24F²)²/(6F) = ±96F³. This is one part of the cubic shift. The omitted O(F³) terms of the effective operator supply the rest; the numerical estimate of the whole coefficient is about ±1560.

**Part (f). For F = 0.001, compare the second-order energies with a diagonalization. Test the assignment of 216 to the lower m = 0 level and 120 to the upper one, and check that fine structure may be neglected.**

*Model answer.* This field is 5.142 × 10⁸ V/m. The linear shifts are ±0.003. The quadratic shifts are −84 × 10⁻⁶ for m = 0 and −78 × 10⁻⁶ for |m| = 1. Thus

lower m = 0: −0.125 − 0.003 − 0.000084 = −0.128084,
upper m = 0: −0.125 + 0.003 − 0.000084 = −0.122084,
|m| = 1: −0.125 − 0.000078 = −0.125078.

Diagonalization in a finite basis gives −0.1280858, −0.1220827 and −0.1250782. The remainders, diagonalization minus second order, are −1.84 × 10⁻⁶, +1.31 × 10⁻⁶ and −2.2 × 10⁻⁷. Half the difference of the two m = 0 remainders is 1.57 × 10⁻⁶, close to the cubic estimate 1560F³ = 1.56 × 10⁻⁶.

The proposed assignment would give −0.128108 and −0.122060 for the lower and upper levels. The corresponding remainders are +2.22 × 10⁻⁵ and −2.27 × 10⁻⁵, more than ten times larger in magnitude. They are dominated by the misplaced ±24F² = ±2.4 × 10⁻⁵.

The calculated fine-structure span of the shell is 1.66 × 10⁻⁶. It is small compared with the linear splitting 6F = 0.006, so the mixtures |±⟩ are appropriate. It is also about 2% of the quadratic m = 0 shift and comparable with the cubic remainder. For |m| = 1, spin-orbit coupling splits the level by about 1.1 × 10⁻⁶, five times the remainder found above. A description of the real atom at that finer level would have to include fine structure, and also the finite proton mass, which at this field changes the lower and upper m = 0 shifts by about −1.8 × 10⁻⁶ and +1.5 × 10⁻⁶.

In SI units the fixed-nucleus polarizabilities 168 and 156 are 2.770 × 10⁻³⁹ and 2.572 × 10⁻³⁹ C² m²/J. The finite proton mass multiplies them by (1 + mₑ/mₚ)³, an increase of 0.16%, to about 2.775 × 10⁻³⁹ and 2.576 × 10⁻³⁹ C² m²/J. The numerical check compares the restricted sums, the separated equations and the diagonalization in the field.

Table of computed values

```
All values in Hartree atomic units unless a unit is shown
<2s|z|2p0>: -3.000000
response 2s to p, closed form: 180.000000
response 2s to p, state sum:   180.000000
response 2p to s, closed form: 12.000000
response 2p to s, state sum:   12.000000
response 2p to d, closed form: 390.000000
response 2p to d, state sum:   390.000000
alpha 2s, shell omitted: 120.000000
alpha 2p0, s part: 8.000000
alpha 2p0, d part: 208.000000
alpha 2p0, shell omitted: 216.000000
alpha m=0 eigenstates, average: 168.000000
alpha |m|=1: 156.000000
alpha m=0 from field diagonalization: 168.0000
alpha |m|=1 from field diagonalization: 156.0000
linear slope at F = 2.0e-04: 3.00006
cubic coefficient estimate: 1561
s-p weight imbalance / F, numerical: 8.0002
s-p weight imbalance / F, formula: 8.0000
parabolic k=0 |m|=0: <x^2> = 2.0000, b = -18.0000
parabolic k=1 |m|=0: <x^2> = 14.0000, b = -258.0000
parabolic k=0 |m|=1: <x^2> = 6.0000, b = -78.0000
nu coefficients m=0: 24.0000, -240.0000
nu coefficients |m|=1: 0.0000, -624.0000
parabolic alpha m=0: 168.000000
parabolic alpha |m|=1: 156.000000
example field F: 0.0010
example field in V/m: 5.14221e+08
lower m=0, diagonalization: -0.128085835
lower m=0, parabolic root:  -0.128085835
lower m=0, first order:     -0.128000000
lower m=0, second order:    -0.128084000
lower m=0, remainder: -1.835e-06
upper m=0, diagonalization: -0.122082686
upper m=0, parabolic root:  -0.122082686
upper m=0, first order:     -0.122000000
upper m=0, second order:    -0.122084000
upper m=0, remainder: 1.314e-06
|m|=1, diagonalization: -0.125078224
|m|=1, parabolic root:  -0.125078224
|m|=1, first order:     -0.125000000
|m|=1, second order:    -0.125078000
|m|=1, remainder: -2.240e-07
lower m=0 error if alpha = 216: 2.216e-05
upper m=0 error if alpha = 120: -2.269e-05
n=2 fine-structure span: 1.6642e-06
alpha m=0 in C^2 m^2/J: 2.76995e-39
alpha |m|=1 in C^2 m^2/J: 2.57209e-39
```
